# Time variable and error tolerance for integrating Cabrera-Mott oxide growth

An oxide film that grows by field-driven ion injection slows down enormously as it thickens. In the example below its growth rate starts to fall after about $10^{-4}$ s, while the thickness is wanted after $10^8$ s. An integrator with a constant step equal to that initial time would take about $10^{12}$ steps. The inverse-logarithmic law, with its constants taken from the initial film, gives 4.7 nm at the end where the model gives 2.5 nm. An adaptive integrator avoids both faults, but its tolerance has a definite meaning only once it is stated whether it limits the error per step or per unit of some variable.

The settings treated here are the time variable, the tolerance and the largest step of such an integrator. They matter when an injection barrier, for instance from an electronic-structure calculation, is to be turned into a film thickness.

## The growth law and its exact time

A uniform film of thickness $X$ carries a constant potential drop $V$, so its field is $V/X$; space charge is neglected. Ions of charge $q$ enter the oxide over a barrier $W$ whose top lies a distance $a$ from the starting well. The field lowers the barrier to $W-qaV/X$. With $N$ injection sites per area, attempt frequency $\nu$ and oxide volume $\Omega$ per injected ion,

$$\frac{dX}{dt}=v(X)=u_0e^{X_1/X},\qquad u_0=N\Omega\nu e^{-W/kT},\qquad X_1=\frac{qaV}{kT}.$$

Temperature is constant, injection limits the rate, and the lowered barrier must stay positive. Reverse jumps are left out. For a symmetric barrier, with wells of equal depth on both sides, they see $W+qaV/X$, so for equal prefactors their rate relative to forward jumps is $e^{-2z}$, where $z=X_1/X$. An injection barrier need not be symmetric, since it can include the energy of dissolving the ion in the oxide. What counts then is whether an injected ion returns or hops onward. For equal jump distances and a return barrier lying $\Delta U$ below the hopping barrier in the oxide, the returning fraction is about $e^{-2z+\Delta U/kT}$ while it is small; $\Delta U=0$ is assumed below. The law therefore needs $e^{-2z}\ll1$ and must not be carried on to thick films.

Separating variables, with initial thickness $X_0>0$, gives

$$t=\frac1{u_0}\int_{X_0}^{X}e^{-X_1/s}\,ds .$$

Substitute $s=X/p$, $ds=-X\,dp/p^2$, in the integral from zero. The limits $s=0$ and $s=X$ become $p=\infty$ and $p=1$, and the minus sign reverses them:

$$\int_0^Xe^{-X_1/s}ds=X\int_1^\infty\frac{e^{-zp}}{p^2}dp=X\,E_2(z).$$

This defines the exponential integral $E_2$. Subtracting the part below $X_0$, with $z_0=X_1/X_0$,

$$t=\frac{X E_2(X_1/X)-X_0E_2(z_0)}{u_0}. \tag{1}$$

Equation (1) gives time for a known thickness. An integrator gives thickness for a known time. Inserting the computed thickness into (1) measures the integrator's error without inverting anything. "Exact" here means exact for this model.

## A logarithmic clock that starts at zero

The variable $\ln t$ is singular at $t=0$. The film itself supplies a time that cures this. Since

$$\frac{d\ln v}{dt}=-\frac{X_1}{X^2}\,v,$$

the initial logarithmic decay rate is $1/t_s$ with

$$t_s=\frac{X_0^2}{X_1v_0},\qquad v_0=v(X_0).$$

Use the clock and the logarithmic fall of the rate,

$$w=\ln\left(1+\frac t{t_s}\right),\qquad y=\ln\frac{v_0}{v}=z_0-z .$$

Both start at zero. Differentiation of $y=z_0-X_1/X$ gives

$$\frac{dy}{dt}=\frac{X_1}{X^2}v=\frac{z^2}{X_1}v_0e^{-y},\qquad \frac{dt}{dw}=t_se^w .$$

In their product, $t_sv_0/X_1=X_0^2/X_1^2=1/z_0^2$. Hence

$$\frac{dy}{dw}=f(w,y)=e^{w-y}\left(1-\frac y{z_0}\right)^2,\qquad y(0)=0. \tag{2}$$

One parameter remains, and the thickness follows from $X=X_1/(z_0-y)$.

For fixed $w$ and $z_0\to\infty$, equation (2) becomes $dy/dw=e^{w-y}$, or $d(e^y)/dw=e^w$. With $y(0)=0$ this gives $y=w$, which is the inverse-logarithmic law

$$\frac{X_1}{X}=z_0-\ln\left(1+\frac t{t_s}\right).$$

It is a limit, and at finite $z_0$ its error grows with time, as the next section shows.

## Why the equation is easy to integrate

Let $r=dy/dw$ be the slope along the solution. From (2), $\ln r=w-y+2\ln(z/z_0)$. Since $dz/dw=-r$,

$$\frac{dr}{dw}=r\left[1-r\left(1+\frac2z\right)\right]. \tag{3}$$

At the start $r=1$ and $dr/dw=-2/z_0<0$, so $r$ drops below 1. To return to 1 it would need $dr/dw\ge0$ there, but (3) gives $-2/z$. Hence $r\le1$.

For a lower bound compare $r$ with $m=z/(z+2)$, the value at which the bracket vanishes. Initially $r=1>m$. At a first contact $r=m$, equation (3) gives $dr/dw=0$, while

$$\frac{dm}{dw}=\frac{2}{(z+2)^2}\frac{dz}{dw}=-\frac{2r}{(z+2)^2}<0 .$$

The difference $r-m$ would then be increasing, although it must have come down to zero from above. No contact occurs, and

$$\frac z{z+2}\le r\le1. \tag{4}$$

The bracket in (3) is then never positive, so $r$ never increases. Over the whole range the slope is of order one and the solution is nearly straight.

Because $r\le1$, also $y\le w$, and the inverse-logarithmic law overestimates $X$ as long as $w<z_0$. The gap follows from the expression for $\ln r$:

$$w-y=2\ln\frac{z_0}{z}+\ln r. \tag{5}$$

It also shows that the exponential in (2) equals $r(z_0/z)^2$, a moderate number, so there is no danger of overflow.

Stiffness is governed by the derivative of $f$ with respect to $y$. The exponential contributes $-r$. The square contributes $-(2/z_0)(z/z_0)e^{w-y}=-2r/z$. Therefore

$$f_y=-r\left(1+\frac2z\right),\qquad 1\le|f_y|\le1+\frac2z ,$$

where the limits follow from (4). Disturbances die out over about one unit of $w$, and steps of that size are permitted to an explicit method as long as $z$ is not small.

The damping can be stated more sharply. The rate depends on $X$ alone, so two neighbouring solutions differ by a fixed time shift $\delta t$. Hence $\delta y=(dy/dt)\,\delta t$, with $dy/dt=re^{-w}/t_s$, and to first order

$$\frac{\delta y(w_2)}{\delta y(w_1)}=\frac{r(w_2)}{r(w_1)}e^{-(w_2-w_1)}. \tag{6}$$

With the parameters of the example, displacing $y$ by $\pm10^{-4}$ at $w=2$ and integrating to $w=7$ gives a factor of 0.006608, in agreement with (6). An early error is a time shift that becomes negligible beside the elapsed time.

The same reasoning settles how much the initial thickness matters. From its definition $E_2(z_0)<e^{-z_0}/z_0$, so the second term of (1) is smaller than $X_0e^{-z_0}/(z_0u_0)=t_s$. Starting at $X_0$ rather than at a thinner film shifts the time by less than $t_s$.

## The step and its error

One step of length $h$ uses

$$\begin{aligned}k_1&=f(w,y),\\ k_2&=f(w+\tfrac h2,\;y+\tfrac h2k_1),\\ k_3&=f(w+\tfrac{3h}4,\;y+\tfrac{3h}4k_2),\\ y_{\rm new}&=y+\tfrac h9(2k_1+3k_2+4k_3).\end{aligned}$$

To see its order, write $A=f_w+ff_y$ and $B=f_{ww}+2ff_{wy}+f^2f_{yy}$. The true solution has $y''=A$ and $y'''=B+f_yA$. Taylor expansion of the stages gives

$$k_2=f+\frac h2A+\frac{h^2}8B+O(h^3).$$

In $k_3$ the displacement of $y$ is $\frac{3h}4k_2=\frac{3h}4f+\frac{3h^2}8A+O(h^3)$, so

$$k_3=f+\frac{3h}4A+\frac{9h^2}{32}B+\frac{3h^2}8f_yA+O(h^3).$$

In the weighted mean slope $(2k_1+3k_2+4k_3)/9$ the coefficient of $A$ is $\frac h9(\frac32+3)=\frac h2$. That of $B$ is $\frac{h^2}9(\frac38+\frac98)=\frac{h^2}6$, and that of $f_yA$ is $\frac{h^2}9\cdot\frac32=\frac{h^2}6$. Thus

$$y_{\rm new}=y+hf+\frac{h^2}2y''+\frac{h^3}6y'''+O(h^4),$$

which agrees with the true solution through third order.

The remaining local error is $E\simeq Kh^4$. Two half steps leave $2K(h/2)^4=E/8$ to leading order. Their difference from the full step is $7E/8$, so

$$e=\frac{y_{\rm full}-y_{\rm halves}}7 \tag{7}$$

estimates the error of $y_{\rm halves}$, the value that is kept. The full step and the first half step share $k_1$, so an attempt costs 8 evaluations of $f$.

## What the tolerance should limit

Accept a step if $|e|\le\varepsilon h$. The tolerance $\varepsilon$ is then an error per unit of $w$. Since $|e|/h$ varies as $h^3$, the next step is

$$h_{\rm next}=0.9\,h\left(\frac{\varepsilon h}{|e|}\right)^{1/3},$$

with the change of $h$ in one step restricted to factors between 0.2 and 2, and $h\le1$. After a rejection the same formula gives the length for the new attempt. A step is shortened where necessary to land on an output time.

The total error can now be bounded. Measure it by the clock error

$$\Delta=\ln\frac{t_{\rm exact}+t_s}{t+t_s},$$

where $t_{\rm exact}$ is (1) at the computed thickness. To first order $\delta y=r\Delta$. A local error of at most $\varepsilon h_i$, made in the step ending at $w_i$, gives a clock error of at most $\varepsilon h_i/r_i$, which by (6) decays as $e^{-(w-w_i)}$. For each step

$$h_ie^{-(w-w_i)}=\frac{h_i}{1-e^{-h_i}}\int_{w_i-h_i}^{w_i}e^{-(w-u)}du .$$

The prefactor increases with $h_i$ and for $h_i\le1$ is at most $1/(1-e^{-1})\simeq1.58$. The integrals together are less than 1. To leading order, therefore,

$$|\Delta|\le\frac{1.58\,\varepsilon}{r_{\min}}, \tag{8}$$

where $r_{\min}$ is the smallest slope reached. The number of decades enters only through $r_{\min}$, which by (4) is at least $z/(z+2)$ at the final thickness.

If instead $|e|\le\varepsilon$ were demanded per step, the damped sum would be about $\varepsilon/h$ for small equal steps. With $|e|\propto h^4$ the step varies as $\varepsilon^{1/4}$, so this total varies as $\varepsilon^{3/4}$. A tenfold tighter tolerance would reduce the error by a factor of only 5.6.

## A film followed for fourteen decades

Take round model parameters: $T=300$ K, $V=1$ V, $q=2e$, $a=0.2$ nm, $W=1.4$ eV, $N=10^{19}$ m⁻², $\Omega=2\times10^{-29}$ m³, $\nu=10^{13}$ s⁻¹ and $X_0=0.5$ nm. With $kT=0.02585$ eV, $X_1=0.4\ \text{nm}/0.02585=15.47$ nm and $z_0=30.95$. The initial barrier is $1.4-0.8=0.6$ eV. The rates are $u_0=6.05\times10^{-21}$ m/s and $v_0=1.67\times10^{-7}$ m/s, which give $t_s=9.70\times10^{-5}$ s.

A single trial step with $h=0.5$ shows the arithmetic. The slopes are 1, 0.983908 and 0.982205, so

$$y_{\rm full}=\frac{0.5}9(2+2.951724+3.928820)=0.493364 .$$

Two half steps give 0.493214. Equation (7) estimates the error of the latter as $2.1\times10^{-5}$; the quadrature gives $1.7\times10^{-5}$. At $h=0.05$ the two are $2.36\times10^{-9}$ and $2.30\times10^{-9}$, so the estimate improves as the step shrinks.

The adaptive solution, started with $h=10^{-3}$ and $\varepsilon=10^{-9}$, gives:

| $t$ (s) | $X$ (nm) | $r$ | inverse-log $X$ (nm) |
|---|---:|---:|---:|
| $10^{-6}$ | 0.500 | 0.999 | 0.500 |
| $10^{-4}$ | 0.511 | 0.968 | 0.512 |
| $10^{-2}$ | 0.583 | 0.933 | 0.588 |
| $1$ | 0.694 | 0.921 | 0.713 |
| $10^2$ | 0.856 | 0.905 | 0.905 |
| $10^4$ | 1.108 | 0.881 | 1.238 |
| $10^6$ | 1.550 | 0.843 | 1.961 |
| $10^8$ | 2.481 | 0.777 | 4.711 |

At the last time $w=27.66$, $y=24.71$ and $z=6.24$. Equation (5) gives $w-y=2\ln(30.95/6.24)+\ln0.777=2.95$. This is a small part of $w$ but almost half of $z$, and the thickness depends on $z$. Replacing $y$ by $w$ lowers $z$ to 3.28 and nearly doubles the film. The slope lies just above its bound of 0.757 from (4).

The tolerance acts as follows; the clock error is the largest over all accepted steps.

| $\varepsilon$ | steps | largest $\lvert\Delta\rvert$ |
|---|---:|---:|
| $10^{-5}$ | 62 | $1.1\times10^{-5}$ |
| $10^{-7}$ | 233 | $9.5\times10^{-8}$ |
| $10^{-9}$ | 1021 | $9.3\times10^{-10}$ |

The error stays near $\varepsilon$, below the $2.1\,\varepsilon$ that (8) gives with $r_{\min}=0.757$. For small steps $h\propto\varepsilon^{1/3}$, so a hundredfold tighter tolerance should cost 4.6 times as many steps. The counts rise by 3.8 and 4.4, approaching that ratio.

Linear time also works if the step is adaptive. The same method, with the same error allowed per unit of $w$ and $\varepsilon=10^{-9}$, but no upper limit on the step, takes 5354 steps, 5.2 times as many. The limit $z_0\to\infty$ shows why. There $y=w$, all three slopes equal 1, and a step in $w$ has no error. In linear time the same solution is the curved function $\ln(1+t/t_s)$, and every step has one.

## Choosing the settings

Integrate in $w$, with $t_s$ computed from the initial film. A finite $X_0$ is required, since $t_s$ vanishes and the field diverges as $X_0\to0$. It must also keep the lowered barrier positive, which here means $X_0>0.29$ nm.

Set $\varepsilon$ by the thickness accuracy wanted. From $z=X_1/X$,

$$\frac{\delta X}{X}=\frac{\delta y}{z}=\frac{r\Delta}{z}. \tag{9}$$

At $10^8$ s, $r/z=0.125$. For $\varepsilon=10^{-5}$ the bound (8) allows $|\Delta|$ up to $2.1\times10^{-5}$, hence a relative thickness error of at most about $2.6\times10^{-6}$.

The physical inputs are far less certain. By (1), a barrier raised by $\delta W$ stretches all times by $e^{\delta W/kT}$. For $t\gg t_s$ this acts like $\Delta=-\delta W/kT$ in (9). An error of 0.05 eV in $W$ changes the time scale by a factor of 7 and the final thickness by about 24% to first order; from (1) the full change is $-20\%$ for a raised barrier and $+31\%$ for a lowered one. For the potential drop, neglect the starting term in (1), so that $u_0t=X_1E_2(z)/z$. At fixed $t$, a relative change $\delta X_1/X_1$ must be offset by a change in $z$. Since $\partial\ln t/\partial z=-1/r$ at late times, $\delta z=r\,\delta X_1/X_1$, and

$$\frac{\delta X}X=\left(1-\frac rz\right)\frac{\delta X_1}{X_1}.$$

A 10% change in $V$ thus moves the thickness by about 9%. With such inputs a tolerance below $10^{-5}$ serves to verify the integrator and does not improve the prediction.

Stop before reverse jumps matter. At $10^8$ s their relative rate $e^{-2z}$ is $4\times10^{-6}$; it would reach 1% at $z=2.3$, or $X=6.7$ nm. These figures hold for $\Delta U=0$; with $\Delta U=0.2$ eV the returning fraction is already near 1% at $10^8$ s. If $V$ or $T$ varies with time, (1), (4) and (6) no longer hold, and the error bound (8) must be derived anew.

The model is meant for oxide films a few nanometres thick. A potential drop near 1 V and jump distances of a few tenths of a nanometre are of the expected size. The initial field of $2\times10^9$ V/m is above the fields of order $10^9$ V/m or less at which oxide films usually break down, and the field stays above $10^9$ V/m until the film is 1 nm thick, at about $1.8\times10^3$ s. The example therefore tests the integrator and does not predict a real film. The field falls to $4\times10^8$ V/m at the end. The thickness here is an average over area: one ion per site adds $N\Omega=0.2$ nm, so the growth of $1.7\times10^{-4}$ nm in the first $10^{-6}$ s is about a thousandth of a layer. Real films can change in structure and composition as they grow, which makes $W$ and $V$ depend on thickness. The sensitivities above show the scale of the effect: 20 to 30% of the thickness for 0.05 eV in $W$, against a few parts per million from the integration at $\varepsilon=10^{-5}$.
